# Camel and Bell Capacitance Curves of a Lattice-Gas Ionic Liquid

## Problem

A symmetric ionic liquid, with ions of charge $+e$ and $-e$, fills the half-space $z>0$ beside a flat electrode through which no charge passes. Each ion, of either sign, occupies one cell of a lattice with $c_{\max}$ cells per volume. Far from the electrode each species has density $c_0$. The packing parameter is
$$\gamma=\frac{2c_0}{c_{\max}},\qquad 0<\gamma\le 1 ,$$
the fraction of cells filled in the bulk. The permittivity $\varepsilon$ is uniform, and each ion feels only the mean electrostatic potential $\psi(z)$, with $\psi=0$ in the bulk. Let $V=\psi(0)$ be the voltage across the diffuse layer and $\sigma$ the electrode charge per area. Use
$$u=\frac{eV}{kT},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{2e^2c_0}},\qquad C_0=\frac{\varepsilon}{\lambda}.$$

A capacitance curve is called a bell if its only maximum is at $V=0$, and a camel if it has a minimum there and one maximum on each side.

1. Derive Kornyshev's differential capacitance $C=d\sigma/dV$.
2. Expand it about $u=0$. At which $\gamma$ does the curvature change sign, and what is the shape at that value?
3. Show that the curvature at the origin settles the shape of the whole curve.
4. Find the law of decay at large voltage and its physical origin.
5. Evaluate the curves for $c_{\max}=8.0\ \mathrm{nm^{-3}}$, relative permittivity 10, $T=300$ K and $\gamma=0.1,\ 1/3,\ 0.6$.

## Hints

**Part 1.** Count the ways of placing ions on the cells of a small region at uniform potential. In the Poisson equation, multiply by the first derivative of the potential. The denominator of the charge density has a derivative proportional to the numerator.

**Part 2.** Treat $x=2\gamma\sinh^2(u/2)$ as the small quantity. If the quadratic term vanishes, the quartic term decides.

**Part 3.** Change variable from $u$ to $t=\gamma(\cosh u-1)$. Divide the slope by positive factors until the logarithm stands alone; its derivative is then a rational function.

**Part 4.** Keep the largest exponential, but do not discard the constant inside the logarithm too early. Compare the result with a layer in which every cell holds a counterion.

## Solution

### 1. The capacitance

Write $\varphi=e\psi/kT$. Take a region of $M$ cells at potential $\varphi$, containing $N_+$ cations, $N_-$ anions and $N_0=M-N_+-N_-$ empty cells. The number of arrangements is $M!/(N_+!\,N_-!\,N_0!)$. In contact with the bulk, the most probable occupation maximizes
$$\ln\frac{M!}{N_+!N_-!N_0!}-\varphi(N_+-N_-)+\mu(N_++N_-),$$
where $\mu$ is the chemical potential in units of $kT$, equal for both species by symmetry. With Stirling's formula, and remembering that adding an ion removes an empty cell, the two conditions are
$$-\ln N_\pm+\ln N_0\mp\varphi+\mu=0\quad\Rightarrow\quad N_\pm=N_0\,e^{\mu\mp\varphi}.$$
The fractions of cells add to one, so $N_0/M=1/(1+2e^\mu\cosh\varphi)$. In the bulk $\varphi=0$, $N_\pm/M=\gamma/2$ and $N_0/M=1-\gamma$, which gives $e^\mu=\gamma/[2(1-\gamma)]$. Inserting this and multiplying by $c_{\max}$,
$$c_\pm=\frac{c_0e^{\mp\varphi}}{D(\varphi)},\qquad D(\varphi)=1-\gamma+\gamma\cosh\varphi=1+2\gamma\sinh^2\frac{\varphi}{2}.$$
The case $\gamma=1$ is the limit of this expression.

The charge density is $e(c_+-c_-)=-2ec_0\sinh\varphi/D$. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes, with $X=z/\lambda$,
$$\frac{d^2\varphi}{dX^2}=F(\varphi),\qquad F(\varphi)=\frac{\sinh\varphi}{D(\varphi)} .$$
Multiply by $d\varphi/dX$ and integrate from the bulk, where potential and field vanish. Since $D'=\gamma\sinh\varphi$, we have $F=D'/(\gamma D)$, and
$$\frac12\left(\frac{d\varphi}{dX}\right)^2=\int_0^{\varphi}F\,d\varphi'=\frac1\gamma\ln D(\varphi).$$
For $u>0$ the potential falls away from the electrode, so $d\varphi/dX<0$. Gauss's law gives $\sigma=-\varepsilon\psi'(0)$, hence
$$\sigma=\frac{\varepsilon kT}{e\lambda}\,s(u),\qquad s(u)=\mathrm{sgn}(u)\sqrt{\frac2\gamma\ln D(u)} .$$

Because $dV=(kT/e)\,du$, the capacitance is $C=C_0\,ds/du$. Differentiating $s^2=(2/\gamma)\ln D$ gives $2s\,s'=2F$, so $C/C_0=F/s$. Set $x=D(u)-1=2\gamma\sinh^2(u/2)$. For $u>0$, $\sinh u=2\sinh(u/2)\cosh(u/2)$ and $\sinh(u/2)=\sqrt{x/2\gamma}$, so
$$\frac{C}{C_0}=\frac{2\cosh(u/2)}{1+x}\sqrt{\frac{x}{2\gamma}}\sqrt{\frac{\gamma}{2\ln(1+x)}}
=\frac{\cosh(u/2)}{1+x}\sqrt{\frac{x}{\ln(1+x)}} .$$
$F$ and $s$ are both odd, so $C$ is even and the formula holds for both signs of $u$. Direct numerical solution of the Poisson equation for $\gamma=0.1$ and $0.6$, at $u=2$ and $6$, gave capacitances within a relative difference of $1.9\times10^{-5}$ of this formula.

### 2. Small voltage

From $\ln(1+x)/x=1-x/2+x^2/3-\dots$,
$$\sqrt{\frac{x}{\ln(1+x)}}=1+\frac x4-\frac{7x^2}{96}+\dots$$
Multiplying by $1/(1+x)=1-x+x^2-\dots$ gives $1-\tfrac34x+\tfrac{65}{96}x^2+\dots$. To second order in $u$, $x=\gamma u^2/2$ and $\cosh(u/2)=1+u^2/8$, so
$$\frac{C}{C_0}=1+\frac{1-3\gamma}{8}\,u^2+O(u^4).$$
The curvature changes sign at $\gamma=1/3$. The competition is visible in the terms: the factor $\cosh(u/2)$, which is the whole answer for point ions, raises $C$, while the finite number of cells lowers it in proportion to $\gamma$.

At $\gamma=1/3$ we need the next order. There $x=u^2/6+u^4/72+\dots$ and $\cosh(u/2)=1+u^2/8+u^4/384+\dots$. The coefficient of $u^4$ is
$$\frac1{384}-\frac18\cdot\frac34\cdot\frac16-\frac34\cdot\frac1{72}+\frac{65}{96}\cdot\frac1{36}
=\frac{9-54-36+65}{3456}=-\frac1{216}.$$
The origin is therefore still a maximum at threshold, only flatter.

Slightly below threshold, $C/C_0\approx1+(1-3\gamma)u^2/8-u^4/216$. Setting the derivative to zero gives side maxima at
$$u_*^2\approx\frac{27}{2}(1-3\gamma).$$
The two humps separate continuously from the origin, as a square root of the distance to threshold. At $\gamma=0.333$ the full formula gives $u_*^2/(1-3\gamma)=13.500$.

### 3. The whole curve

Local curvature cannot exclude further maxima at larger $u$. For $u>0$, using $s'=F/s$,
$$\frac{d}{du}\frac Fs=\frac{F's^2-F^2}{s^3},\qquad
F'=\frac{D\cosh u-\gamma\sinh^2u}{D^2}=\frac{(1-\gamma)\cosh u+\gamma}{D^2}.$$
Multiplying the numerator by $D^2>0$, the slope has the sign of
$$\frac2\gamma\ln D\,\big[(1-\gamma)\cosh u+\gamma\big]-\sinh^2u .$$
Now put $t=D-1=\gamma(\cosh u-1)$, which increases with $u$. Then $\cosh u=1+t/\gamma$, the bracket is $[\gamma+(1-\gamma)t]/\gamma$, and
$$\sinh^2u=(\cosh u-1)(\cosh u+1)=\frac{t(t+2\gamma)}{\gamma^2}.$$
Dividing by the positive factor $2[\gamma+(1-\gamma)t]/\gamma^2$ leaves
$$H(t)=\ln(1+t)-\frac{t(t+2\gamma)}{2B},\qquad B=\gamma+(1-\gamma)t,\qquad H(0)=0.$$

The derivative of the second term is
$$\frac{(2t+2\gamma)B-(1-\gamma)(t^2+2\gamma t)}{2B^2}=\frac{(1-\gamma)t^2+2\gamma t+2\gamma^2}{2B^2}.$$
Over a common denominator, the numerator of $H'$ is
$$2B^2-(1+t)\big[(1-\gamma)t^2+2\gamma t+2\gamma^2\big].$$
The constants $2\gamma^2$ cancel. Collecting powers of $t$,
$$H'=\frac{t\,\big[\,2\gamma(1-3\gamma)+(1-5\gamma+2\gamma^2)\,t-(1-\gamma)\,t^2\,\big]}{2(1+t)B^2}.$$

*Case $\gamma\ge1/3$.* The first term in the bracket is zero or negative, and so is the last. The middle coefficient is a convex function of $\gamma$, equal to $-4/9$ at $\gamma=1/3$ and $-2$ at $\gamma=1$; it lies below the straight line joining these values and is negative throughout. So $H'<0$ and $H<0$ for all $t>0$. The capacitance falls steadily from the origin: a bell.

*Case $\gamma<1/3$.* The bracket is positive at $t=0$ and is a quadratic opening downward, so it has one positive root. $H$ first rises from zero, then falls. It falls to $-\infty$, because its second term grows as $t/[2(1-\gamma)]$, faster than the logarithm. Hence $H$ has one positive zero $t_*$, and $C$ has one maximum on each side, at $\cosh u_*=1+t_*/\gamma$: a camel.

Within this model, the sign of $1-3\gamma$ thus fixes the entire shape.

### 4. Large voltage

For large positive $u$, $D\approx\gamma e^u/2$ with relative corrections of order $e^{-u}$ at fixed $\gamma$. Then $F\to1/\gamma$, $\ln D\to u+\ln(\gamma/2)$, and
$$\frac C{C_0}\to\frac{1/\gamma}{\sqrt{(2/\gamma)[u+\ln(\gamma/2)]}}=\frac1{\sqrt{2\gamma\,[u+\ln(\gamma/2)]}}\to\frac{1}{\sqrt{2\gamma u}} .$$
By symmetry $u$ becomes $|u|$ for negative voltage. The last step needs $|u|\gg|\ln(\gamma/2)|$. Between $u=200$ and $400$ the average logarithmic slope of $C$ is $-0.5055$ for $\gamma=0.1$ and $-0.5022$ for $\gamma=0.6$. These values of $u$ serve to check the mathematics; they correspond to 5 to 10 V.

In dimensional form, $C_0^2=2\varepsilon e^2c_0/kT$, so
$$C\to\sqrt{\frac{2\varepsilon e^2c_0}{kT}\cdot\frac{kT}{2\gamma e|V|}}=\sqrt{\frac{\varepsilon e\,c_{\max}}{2|V|}} .$$
Temperature and bulk density have dropped out. The reason is saturation: the wall region fills with counterions at density $c_{\max}$. A filled layer of thickness $\ell$ holds charge $\sigma=ec_{\max}\ell$ per area. Its field falls linearly from $\sigma/\varepsilon$ to zero, so $V=\sigma\ell/2\varepsilon=ec_{\max}\ell^2/2\varepsilon$. Eliminating $\ell$ gives $\sigma=\sqrt{2\varepsilon ec_{\max}V}$, whose derivative is the law above. More charge can be stored only by thickening the layer.

### 5. Numbers

The value $c_{\max}=8.0\ \mathrm{nm^{-3}}$ means a cell edge of 0.50 nm. Holding $c_{\max}$, permittivity and temperature fixed while $\gamma$ falls represents dilution by an idealized solvent. The threshold is at $c_0=c_{\max}/6=1.33\ \mathrm{nm^{-3}}$, or 2.2 mol/L of each ion.

As a sample evaluation, take $\gamma=0.6$ and $V=0.1$ V. With $kT/e=25.85$ mV, $u=3.87$ and $x=13.8$, so
$$\frac{C}{C_0}=\frac{3.53}{14.8}\sqrt{\frac{13.8}{2.69}}=0.54 .$$
With $C_0=162.3\ \mathrm{\mu F/cm^2}$ this is $88\ \mathrm{\mu F/cm^2}$. The other values, in $\mathrm{\mu F/cm^2}$, are:

| $V$ (V) | $\gamma=0.1$ | $\gamma=1/3$ | $\gamma=0.6$ |
|---|---|---|---|
| 0 | 66 | 121 | 162 |
| 0.05 | 84 | 116 | 124 |
| 0.1 | 99 | 93 | 88 |
| 0.3 | 50.5 | 47.3 | 45.9 |
| 1 | 24.8 | 24.4 | 24.2 |

The first column is a camel, with its peak of $99\ \mathrm{\mu F/cm^2}$ at $3.590\times25.85=93$ mV. The other two are bells. By 1 V the three nearly coincide, as they must when $c_{\max}$ is shared. The square-root law gives 23.8 there, which is 4% below the full formula for $\gamma=0.1$ and 2% below for $\gamma=0.6$. At 0.3 V it gives 43.5, and the shortfalls are 14% and 5%. The dilute liquid converges more slowly because $|\ln(\gamma/2)|$ is larger. This agreement is a property of the continuum model: at 1 V the filled-layer estimate gives $\ell=0.37$ nm, less than one cell edge, so the numbers do not describe a real layer several ions thick.

**Comparison with real liquids.** The parameters are rough values in the regime of an imidazolium-type liquid in a supercapacitor, here with a flat electrode instead of a porous one. The computed $162\ \mathrm{\mu F/cm^2}$ for $\gamma=0.6$ is far above the roughly $10\ \mathrm{\mu F/cm^2}$ typical of flat electrodes. The Debye length is 0.055 nm, about one ninth of a cell edge, so the model places charge closer to the wall than an ion centre can come. A compact layer half a cell thick, with the same permittivity, has $35.4\ \mathrm{\mu F/cm^2}$; in series it reduces 162 to 29. Field penetration into the metal, taken as a rough 0.05 nm without electron spill-out, adds a series capacitance of 17.7 and reduces 29 to about 11. Spill-out acts in the opposite direction and raises the capacitance again, so the closeness of 11 to the typical value is no test of the model. Ion correlations are also strong: the Coulomb energy of two ions one cell edge apart is about $11\,kT$, so the mean-field threshold is not a reliable prediction for such a liquid. The field at the wall, $\sigma/\varepsilon$, is about 28 MV/cm at 0.3 V and 53 MV/cm at 1 V for $\gamma=0.6$. At such fields a constant permittivity cannot be trusted, so the high-voltage rows of the table are properties of the model only. If these fields lowered the permittivity from 10 to 2 throughout the layer, the square-root tail would shrink by the factor $\sqrt{2/10}=0.45$. Temperature matters less: at 350 K, with densities and permittivity fixed, the value at zero voltage is 150 instead of 162, and the value at 1 V hardly moves.

## Two variations

### A. A compact layer in series

*Add a constant capacitance $C_H$ between electrode and diffuse layer. Do the threshold and the tail survive?*

The total voltage is $V_t=V+\sigma/C_H$, so $1/C_t=1/C+1/C_H$. $C_t$ increases with $C$, and $V_t$ increases with $V$. Maxima and minima therefore keep their order and number, and the threshold stays at $\gamma=1/3$. The humps are flattened, however: for $\gamma=0.1$ and $C_H=35.4\ \mathrm{\mu F/cm^2}$ the ratio of peak to zero-voltage capacitance falls from 1.49 to 1.13.

For the tail, let $K=\varepsilon ec_{\max}$. The filled layer has $V=\sigma^2/2K$, so $V_t=\sigma^2/2K+\sigma/C_H$ and $1/C_t=\sigma/K+1/C_H$. Squaring the latter,
$$\frac1{C_t^2}=\frac2K\left(\frac{\sigma^2}{2K}+\frac{\sigma}{C_H}\right)+\frac1{C_H^2}=\frac{2V_t}{K}+\frac1{C_H^2}.$$
The inverse square root returns once $2V_t/K\gg1/C_H^2$.

For $\gamma=0.6$ and $C_H=35.4\ \mathrm{\mu F/cm^2}$, the full formula gives $C_t=20.0\ \mathrm{\mu F/cm^2}$ at $V_t=1$ V and 15.3 at 2 V. The local exponents are $-0.35$ and $-0.41$. At 2 V only 0.81 V falls across the diffuse layer, and the charge would fill 0.33 nm, less than one cell. In the filled-layer estimate, the charge of one whole cell layer needs $V_t\approx3.6$ V. With a rough decomposition limit of 2 V per electrode, this example does not reach the inverse-square-root range.

### B. The dilute limit

*What happens to the humps as $\gamma\to0$?*

At fixed $u$, $x\to0$ and $C\to C_0\cosh(u/2)$, the Gouy–Chapman result, which grows without limit. At any fixed $\gamma>0$, however, the curve eventually turns down, so the two limits do not commute.

To find the turning point, let $\gamma\to0$ at fixed $t$. Then $H=0$ becomes $\ln(1+t)=t/2$, with positive root $t_*=2.51$. Since $\cosh u_*\approx t_*/\gamma$ is large,
$$u_*\approx\ln\frac{2t_*}{\gamma}=\ln\frac{5.03}{\gamma}.$$
At the peak $F\approx(t_*/\gamma)/(1+t_*)$ and $s=\sqrt{(2/\gamma)(t_*/2)}=\sqrt{t_*/\gamma}$, so
$$\frac{C_*}{C_0}\approx\frac{\sqrt{t_*}}{1+t_*}\,\frac1{\sqrt\gamma}=\frac{0.451}{\sqrt\gamma}.$$
At fixed $c_{\max}$, $\varepsilon$ and $T$, $C_0\propto\sqrt\gamma$. On dilution the humps therefore move outward logarithmically while their height tends to a constant. For $\gamma=0.1$ the estimates are $u_*=3.92$ and $C_*=0.451\times66.3/\sqrt{0.1}=95\ \mathrm{\mu F/cm^2}$, against 3.59 and 99 from the full formula.

The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
worst error, formula against Poisson solution: 1.9e-05
u^4 coefficient at gamma = 1/3: -1/216
u*^2/(1-3 gamma) at gamma = 0.333: 13.500
tail exponent, u = 200 to 400, gamma = 0.1: -0.5055
tail exponent, u = 200 to 400, gamma = 0.6: -0.5022
temperature: 300 K; kT/e: 25.85 mV
relative permittivity: 10
cell density: 8.0 nm^-3; cell edge: 0.500 nm
threshold density of each ion: 1.333 nm^-3 = 2.21 mol/L
gamma = 0.1000: c0 = 0.400 nm^-3, Debye length = 0.1336 nm, u^2 coefficient = 0.0875
  C at 0, 0.05, 0.1, 0.3, 1 V: 66.3, 84.3, 98.5, 50.5, 24.8 uF/cm^2
gamma = 0.3333: c0 = 1.333 nm^-3, Debye length = 0.0732 nm, u^2 coefficient = 0.0000
  C at 0, 0.05, 0.1, 0.3, 1 V: 121.0, 116.0, 93.0, 47.3, 24.4 uF/cm^2
gamma = 0.6000: c0 = 2.400 nm^-3, Debye length = 0.0546 nm, u^2 coefficient = -0.1000
  C at 0, 0.05, 0.1, 0.3, 1 V: 162.3, 124.4, 87.8, 45.9, 24.2 uF/cm^2
camel peak, gamma = 0.1: u* = 3.590, V* = 92.8 mV, C = 99.0 uF/cm^2
square-root law at 0.3 V: 43.5 uF/cm^2
square-root law at 1.0 V: 23.8 uF/cm^2
neglected effects, gamma = 0.6:
compact layer of half a cell: 35.4 uF/cm^2
total C at 0 V with compact layer: 29.1 uF/cm^2
total 1 V: diffuse drop = 0.301 V, C = 20.0 uF/cm^2, local exponent = -0.352
  charge = 24.8 uC/cm^2, field = 28.0 MV/cm, filled thickness = 0.193 nm
total 2 V: diffuse drop = 0.812 V, C = 15.3 uF/cm^2, local exponent = -0.413
  charge = 42.1 uC/cm^2, field = 47.5 MV/cm, filled thickness = 0.328 nm
one filled ion layer: diffuse drop = 1.81 V, total with compact layer = 3.62 V
rough decomposition limit per electrode (input): 2 V
Coulomb energy at one cell edge over kT: 11.1
cell edge over Debye length: 9.2
tail factor if permittivity saturates to 2 (rough): 0.447
metal screening length (rough input): 0.05 nm; bare series C: 17.7 uF/cm^2
C at 350 K, diffuse drop 0 and 1 V: 150.3, 24.3 uF/cm^2
```
